# Why mean resistance does not characterize a localized wire

**The argument under review.** The manuscript considers a disordered wire with one propagating mode and transmission probability $T$, and reasons as follows.

> The mean resistance of an ensemble of wires of length $L$ grows as $e^{2L/l}$. A localized wire is therefore characterized by a resistance of this order. Individual wires show about $e^{L/l}$ because of scatter: $\ln T$ is normal, its variance is twice the magnitude of its mean, and this is why the exponent of the mean is doubled.

Three questions need separate answers. Are the two growth laws right? Does the mean describe a wire one is likely to have? Does normality of $\ln T$ explain the factor of two? I take them in a model where each can be settled.

## Model and conventions

The electrons do not interact, the temperature is zero and the wire is phase coherent. In atomic units the two-terminal resistance, spin included, is $\pi/T$. I quote it as $1/T$, in units of $h/2e^2$. It includes the contact resistance, so a perfect wire has the value 1.

The wire contains $N$ identical impurities $u\,\delta(z-z_j)$. For one impurity at $z=0$, integrating $-\tfrac12\psi''+u\,\delta(z)\psi=E\psi$ across it gives $\psi'(0^+)-\psi'(0^-)=2u\,\psi(0)$. Take $\psi=e^{ikz}+re^{-ikz}$ on the left and $te^{ikz}$ on the right, with $k=\sqrt{2E}$. Continuity gives $r=t-1$, and the jump condition becomes

$$ikt-ik(1-r)=2ik(t-1)=2ut .$$

Hence $t=1/(1+ib)$ with $b=u/k$, and

$$T_1=\frac1{1+b^2},\qquad R_1=1-T_1=\frac{b^2}{1+b^2}.$$

Now add an impurity, with amplitudes $t_1,r_1$, to a wire of $n$ impurities with transmission amplitude $t_n$ and reflection amplitude $r_n'$ from its right end. If the gap is $d$, summing all round trips in the gap gives

$$t_{n+1}=t_nt_1e^{ikd}\sum_{m\ge0}\left(r_1r_n'e^{2ikd}\right)^m=\frac{t_nt_1e^{ikd}}{1-r_1r_n'e^{2ikd}} .$$

Let $x_n=\ln(1/T_n)$ and $c=\ln(1/T_1)$. Taking the squared modulus and then the logarithm,

$$x_{n+1}=x_n+c+\eta_n,\qquad \eta_n=\ln\left|1-a_ne^{i\theta}\right|^2,\qquad a_n^2=R_1R_n, \tag{1}$$

where $\theta=2kd+\arg r_1+\arg r_n'$ and $R_n=1-T_n$. The start is $x_0=0$, $R_0=0$.

The essential assumption is that the gaps are independent and that $2kd$ is uniform over whole turns. Then $\theta$ is uniform whatever the earlier part of the wire looks like. Equally spaced impurities violate this, and the results below do not apply to them.

With mean gap $\bar d$, define $L=N\bar d$, $l=\bar d/c$ and $s=L/l=Nc$. For weak impurities $c\approx R_1$, so $1/l$ is the backscattering probability per length.

## The two growth laws

**Typical value.** Since $a_n<1$, the logarithm can be expanded:

$$\eta_n=-2\sum_{m\ge1}\frac{a_n^m\cos m\theta}{m}. \tag{2}$$

Each cosine averages to zero, so $\langle x_N\rangle=Nc=s$. I define the typical resistance as the geometric mean, $e^{\langle x\rangle}=e^{s}$. This holds for any $R_1<1$ and any $N$.

**Mean value.** The phase average of $|1-ae^{i\theta}|^2=1+a^2-2a\cos\theta$ is $1+a^2$. Write $y_n=1/T_n$, so that $R_n=1-1/y_n$. At a given $y_n$, the average of the next value is

$$\overline{y_{n+1}}=\frac{y_n(1+R_1R_n)}{T_1}=\frac{(1+R_1)y_n-R_1}{1-R_1}.$$

Doubling and subtracting 1 turns this into a pure multiplication:

$$2\,\overline{y_{n+1}}-1=\frac{2(1+R_1)y_n-2R_1-(1-R_1)}{1-R_1}=\frac{1+R_1}{1-R_1}\,(2y_n-1).$$

Starting from $y_0=1$,

$$\left\langle\frac1T\right\rangle=\frac12\left[1+\left(\frac{1+R_1}{1-R_1}\right)^{N}\right]. \tag{3}$$

The growth rate of its logarithm per impurity, divided by the typical rate, is

$$\frac{1}{c}\ln\frac{1+R_1}{1-R_1}=\frac{2R_1+\dots}{R_1+R_1^2/2+\dots}=2-R_1+O(R_1^2). \tag{4}$$

The doubled exponent thus belongs to weak impurities. For $R_1\to0$ at fixed $s$, equation (3) becomes $(1+e^{2s})/2$. At finite $R_1$ this form needs $sR_1\ll1$, because the small error in the rate is multiplied by the length.

In a short wire the distinction hardly matters: $(1+e^{2s})/2=1+s+s^2+\dots$, while $e^s=1+s+s^2/2+\dots$. For $L\ll l$ the mean is a fair description of $1/T$, contact resistance included, although in a wire of several impurities the small excess $1/T-1$ still varies from wire to wire by an amount comparable to its mean. The mean loses that role as localization sets in.

## The distribution of $\ln T$

**Variance.** Squaring (2) and averaging over $\theta$ leaves the diagonal terms, each with $\langle\cos^2m\theta\rangle=\tfrac12$:

$$\overline{\eta_n^2}=2\sum_{m\ge1}\frac{a_n^{2m}}{m^2}=2\,\mathrm{Li}_2(R_1R_n).$$

Because $\eta_n$ averages to zero for any given past, different $\eta_n$ are uncorrelated, and

$$\operatorname{var}x_N=2\sum_{n=0}^{N-1}\langle\mathrm{Li}_2(R_1R_n)\rangle. \tag{5}$$

To see what happens in a long wire, one must know that $T_n$ dies out. From (1), $\sqrt{T_{n+1}}=\sqrt{T_1T_n}\,/|1-a_ne^{i\theta}|$. With $\beta_m=\binom{2m}{m}/4^m\le1$, the series $(1-z)^{-1/2}=\sum_m\beta_mz^m$ gives

$$\overline{|1-a_ne^{i\theta}|^{-1}}=\sum_m\beta_m^2a_n^{2m}\le\sum_m\beta_m^2R_1^m<\sum_m\beta_mR_1^m=\frac1{\sqrt{T_1}} .$$

So $\langle\sqrt{T_n}\rangle$ shrinks at each step at least by a fixed factor below 1, and $\langle T_n\rangle\le\langle\sqrt{T_n}\rangle$ has a finite sum over $n$. The derivative of $\mathrm{Li}_2(R_1R)$ with respect to $R$ is $-\ln(1-R_1R)/R\le c$, hence $\mathrm{Li}_2(R_1)-\mathrm{Li}_2(R_1R_n)\le cT_n$. The variance is therefore $2N\,\mathrm{Li}_2(R_1)$ minus an offset that stays bounded.

The $\eta_n$ are also bounded, by $2|\ln(1-\sqrt{R_1})|$ in magnitude. The central limit theorem for sums whose terms have zero mean given the past then applies: $(x_N-Nc)/\sqrt{2N\,\mathrm{Li}_2(R_1)}$ tends to a standard normal variable. This is true for weak and strong impurities alike.

**The offset for weak impurities.** For a smooth function $f$, expand $f(x+c+\eta)$ to first order in $R_1$, using $c\approx R_1$, $\overline\eta=0$ and $\overline{\eta^2}\approx2R_1R$; the average of $\eta^3$ is of order $R_1^2$. One impurity adds $ds=c\approx R_1$, so

$$\frac{d\langle f\rangle}{ds}=\left\langle f'(x)+(1-e^{-x})f''(x)\right\rangle. \tag{6}$$

Choose $f=g$ with $g'=x/(e^x-1)$. Then

$$(1-e^{-x})\,g''=\frac{e^x-1}{e^x}\left[\frac1{e^x-1}-\frac{xe^x}{(e^x-1)^2}\right]=e^{-x}-\frac{x}{e^x-1},$$

and the right side of (6) reduces to $\langle e^{-x}\rangle=\langle T\rangle$. Since $x$ runs from 0 to infinity,

$$\int_0^\infty\langle T\rangle\,ds=\int_0^\infty\frac{x\,dx}{e^x-1}=\sum_{m\ge1}\frac1{m^2}=\frac{\pi^2}{6}.$$

By (5), $d(\operatorname{var}x)/ds=2\langle R\rangle=2-2\langle T\rangle$ to leading order, so for $s\gg1$

$$\operatorname{var}x\simeq2s-\frac{\pi^2}{3}. \tag{7}$$

"Twice the mean" is the leading term for weak impurities, and the correction is visible at moderate lengths.

## Why normality does not supply the factor of two

A normal $x$ with mean $s$ and variance $2s$ has $\langle e^x\rangle=e^{s+(2s)/2}=e^{2s}$. The exponent agrees with the weak-impurity result, which makes the manuscript's explanation tempting. The prefactor does not agree: the correct one is $\tfrac12$, and inserting the better variance (7) gives $e^{-\pi^2/6}\approx0.19$.

The reason lies in where the average is made. The product $e^x\exp[-(x-s)^2/4s]$ peaks at $x=3s$. That is $2s$ above the centre, or $\sqrt{2s}$ standard deviations, a number that grows with length. The central limit theorem describes deviations of a fixed number of standard deviations. It does not control this tail.

What does control it is the behaviour of $\langle e^{qx}\rangle$. For $q>0$ the weight favours large $x$, where $R_n\approx1$. The growth factor per impurity is then $e^{qc}$ times

$$\overline{|1-\sqrt{R_1}\,e^{i\theta}|^{2q}}=\sum_m\binom qm^2R_1^m=1+q^2R_1+O(R_1^2).$$

The logarithm of the factor is $(q+q^2)R_1$ to leading order. This is the law of a normal variable with mean $R_1$ and variance $2R_1$ per impurity, now established for the exponential averages themselves. At $q=1$ it gives the rate $2R_1$, in agreement with (4). Weak scattering is thus the missing premise.

Strong impurities show that the premise is needed. The true growth rate of $\ln\langle1/T\rangle$ is $c+\ln(1+R_1)$, by (3). The normal law would give $c$ plus half the variance rate, $c+\mathrm{Li}_2(R_1)$. The two differ by $\tfrac34R_1^2$ at lowest order. For $R_1=0.808$ the typical rate is $c=1.65$, the true mean rate is 2.24 and the normal estimate is 2.74. The mean exponent is 1.36 times the typical one, and the variance rate is 1.32 times $c$; neither ratio is 2. Yet $\ln T$ is close to normal: for 20,000 sampled wires of 200 such impurities, the cumulative distribution departs by about 0.01 at most (0.009 in this sample) from the normal one with the same mean and variance.

## Which wires make the mean

Weight each wire by its resistance and ask for its mean $x$, which is $\langle xe^x\rangle/\langle e^x\rangle$. For weak impurities put $f=xe^x$ in (6). With $f'=(1+x)e^x$, $f''=(2+x)e^x$, $\langle x\rangle=s$ and $\langle e^x\rangle=(1+e^{2s})/2$, the quantity $w=\langle xe^x\rangle$ obeys

$$\frac{dw}{ds}=2w+3\langle e^x\rangle-2-s=2w+\tfrac32e^{2s}-\tfrac12-s .$$

The solution with $w(0)=0$ is $w=\tfrac12(3s-1)e^{2s}+\tfrac12(s+1)$. For $s\gg1$ the weighted mean is therefore $3s-1$, while the ordinary mean is $s$.

At finite $R_1$ the slope changes slightly. The weight $|1-ae^{i\theta}|^2$ favours phases that raise the resistance. In the weighted average of $\eta$, only the $m=1$ term of (2) survives, multiplied by $-2a\cos\theta$, which gives $2a^2/(1+a^2)$. With $a^2\to R_1$, the weighted $x$ grows by $c+2R_1/(1+R_1)$ per impurity, close to $3c$ when $R_1$ is small.

## A wire with numbers

Take a free electron with $E=1$ eV, hence $k=0.5123$ Å$^{-1}$, and impurities with $u=0.8$ eV Å. Since $E=k^2/2$ in atomic units, $b=u/k=uk/2E$, a form that can be used with eV and Å:

$$b=\frac{0.8\times0.5123}{2}=0.205,\quad R_1=0.0403,\quad c=\ln(1+b^2)=0.0411 .$$

The gaps are uniform from 10 Å upward over a width $4\pi/k=24.5$ Å, so $2kd$ covers four whole turns. The mean gap is $10+24.5/2=22.3$ Å, and $l=22.264/0.04114=541$ Å (1023 bohr). For $N=240$, $L=5343$ Å and $s=9.87$. Then

$$e^s=1.94\times10^4,\qquad \left\langle\frac1T\right\rangle=\tfrac12\left(1+e^{240\times0.08065}\right)=1.27\times10^8 ,$$

in units of $h/2e^2$. The mean exceeds the typical value by a factor of about 6600. The weak-impurity form $(1+e^{2s})/2$ gives $1.88\times10^8$, too large because $sR_1\approx0.4$ is not small.

Sampling 20,000 such wires by multiplying wave-function matrices gives 9.84 for the mean of $\ln(1/T)$ and 16.2 for its variance; (7) gives 16.5. The variance is 1.65 times the mean at this length. For $N=960$, the sum (5), with its averages taken from the sample, lies 3.29 below $2N\,\mathrm{Li}_2(R_1)$, in agreement with $\pi^2/3$. It implies a variance-to-mean ratio of 1.90, whereas the sampled ratio is 1.84. The difference is about three standard errors of the sampled variance. As (5) is exact in this model, I take it for a sampling fluctuation, but this one run does not prove that.

Importance sampling of the 240-impurity wire puts the resistance-weighted mean of $\ln(1/T)$ between 27.4 and 27.5, far above the ordinary 9.9. Half of the mean resistance comes from wires with $\ln(1/T)$ above about 27.5, a fraction of 1.3 to $1.4\times10^{-5}$ of the ensemble, or one wire in 70,000 to 75,000; the last digits carry sampling error. An experimenter who averages 100 wires will usually have none of them: the median of such averages lies below a tenth of the true mean (0.07 in a sample of 200 such averages). The program published with this comment checks these results.

## What should be changed

The manuscript should characterize the wire by $\langle\ln(1/T)\rangle/L=1/l$. For weak impurities the relative spread of $\ln(1/T)$ falls as $\sqrt{2/s}$, so a single wire fixes $l$ better the longer it is, but slowly: the spread is about 40% at $s=9.87$ and still about 22% at $s=39.5$. Its resistance is still not predicted closely: at $s=9.87$ the standard deviation of $\ln(1/T)$ is 4.0, a factor of about 56 either way. Reading the decay of a typical wire from the mean resistance would give a length near $l/2$ in place of $l$.

The mean may be kept as a correct ensemble average, provided it is said to be set by rare wires. The sentence deriving its exponent from the normality of $\ln T$ should be replaced by the weak-scattering argument, with the uniform-phase assumption stated.

## Values computed for the example and the checks

```
MODEL
electron energy = 1.0 eV
wave number k = 0.5123 1/angstrom
smallest gap = 10.0 angstrom
gap distribution width = 24.529 angstrom
mean gap = 22.264 angstrom
wires sampled = 20000
WEAK IMPURITIES
strength u = 0.8 eV angstrom
dimensionless strength b = 0.2049
reflection R1 = 0.04030
c = ln(1/T1) = 0.04114
length l = 541.2 angstrom
length l = 1023 bohr
impurities N = 240
mean wire length L = 5343 angstrom
s = L/l = 9.873
sampled mean of ln(1/T) = 9.839
sampled variance of ln(1/T) = 16.21
variance from dilog sum = 16.32
2s - pi^2/3 = 16.46
typical resistance exp(s) = 1.940e+04 h/2e^2
sampled median resistance = 1.721e+04 h/2e^2
exact mean resistance = 1.274e+08 h/2e^2
weak-limit (1+exp(2s))/2 = 1.881e+08 h/2e^2
mean/typical = 6566
median 100-wire average / exact mean = 0.0703
RARE WIRES, SAME LENGTH
1/T-weighted mean of ln(1/T) = 27.43
3s = 29.62
weighted growth rate, sampled / c = 2.880
weighted growth rate, formula / c = 2.884
half the mean lies above ln(1/T) = 27.45
fraction of wires above it = 1.4e-05
P(ln(1/T) > 2s), direct = 0.0084
P(ln(1/T) > 2s), importance = 0.0092
LONG WEAK WIRE
impurities N = 960, s = 39.49
variance/mean of ln(1/T) = 1.841
variance offset = 3.286; pi^2/3 = 3.290
skewness = 0.002
largest distance from normal CDF = 0.0036
GROWTH RATES PER IMPURITY
weak: ln mean resistance = 0.08065
weak: normal estimate = 0.08185
weak: mean rate / typical rate = 1.9605
u = 0.08 eV angstrom: same ratio = 1.99958
strong: u = 8.0 eV angstrom, R1 = 0.8077
strong: typical rate c = 1.6486
strong: ln mean resistance = 2.2406
strong: normal estimate = 2.7389
strong: mean rate / typical rate = 1.3591
strong: variance rate / c = 1.3228
strong, N = 200: CDF distance = 0.0090
```
